**Subbands and channel count of a parabolic wire in a magnetic field**

For effective mass \(m\), confinement frequency \(\omega_0\) and cyclotron frequency \(\omega_c\), the subbands are \(E_n(k)=(n+\tfrac12)\Omega+k^2/(2M)\) in atomic units, where \(k\) is the wave number along the wire, \(\Omega=\sqrt{\omega_0^2+\omega_c^2}\) and \(M=m(1+\omega_c^2/\omega_0^2)\). At fixed Fermi energy \(E_F\), zero temperature and no Zeeman splitting, the number of channels per spin is \(N=\lceil E_F/\Omega-\tfrac12\rceil\). The program diagonalizes the transverse Hamiltonian on a grid and asserts that the energies, band curvature, mean positions and mean velocities agree with the formulas at sampled fields. The largest energy error is \(1.4\times10^{-13}\) of \(\hbar\omega_0\), and the largest relative error of the curvature is \(2.8\times10^{-11}\). It counts upward crossings of the numerical bands through \(E_F\) and asserts the predicted \(N\) at seven fields and at 2% below and above each of the six threshold fields. In the output \(N\) falls from 6 at zero field to 0 above 14.461 T. At \(\hbar\omega_c=0.003\) eV, integrating numerical velocity expectation values over a small bias window gives a conductance of 3.000000 in units of \(2e^2/h\), in agreement with three channels.

## Program and output

```python
"""
Parabolic quantum wire in a perpendicular magnetic field.
Result under test (atomic units, electron charge -1, wc = B/m):
  E_n(k) = (n + 1/2) Omega + k^2/(2M),
  Omega = sqrt(w0^2 + wc^2),  M = m (1 + wc^2/w0^2),
and the number of conducting channels per spin at Fermi energy EF is
  N = ceil(EF/Omega - 1/2).
m: effective mass, w0: confinement frequency, wc: cyclotron frequency,
k: wave number along the wire, y: coordinate across the wire.
The independent road is diagonalization of the transverse Hamiltonian
  p_y^2/(2m) + (k - B y)^2/(2m) + m w0^2 y^2/2   on a grid.
"""
import math
import numpy as np
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

EV = 1.0 / pc["Hartree energy in eV"][0]            # one eV in hartree
BOHR = pc["Bohr radius"][0] * 1e10                  # one bohr in angstrom
TESLA = pc["atomic unit of mag. flux density"][0]   # atomic field unit in T

m = 0.07
w0_ev, ef_ev = 0.002, 0.012
w0, EF = w0_ev * EV, ef_ev * EV

# Grid with a sinc basis: the kinetic matrix is spectrally accurate.
step = 40.0
index = np.arange(-90, 91)
y = step * index
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
kinetic = kinetic / (2 * m * step**2)


def hamiltonian(k, wc):
    field = m * wc
    potential = (k - field * y)**2 / (2 * m) + 0.5 * m * w0**2 * y**2
    return kinetic + np.diag(potential)


def levels(k, wc):
    return eigvalsh(hamiltonian(k, wc))


def omega(wc):
    return math.sqrt(w0**2 + wc**2)


def band_mass(wc):
    return m * (1 + wc**2 / w0**2)


def channels(wc):
    return math.ceil(EF / omega(wc) - 0.5)


# Classically allowed region at EF bounds both y and k.
y_edge = math.sqrt(2 * EF / m) / w0


def k_bound(wc):
    return math.sqrt(2 * m * EF) + m * wc * y_edge


def counted_channels(wc):
    """Upward crossings of EF by the numerical bands as k increases."""
    k_max = k_bound(wc)
    ks = k_max * np.arange(-10, 11) / 10
    below = np.array([levels(k, wc)[:12] < EF for k in ks])
    assert not below[0].any() and not below[-1].any()
    return int(np.sum(below[:-1] & ~below[1:]))


# Energies, curvature, mean position and mean velocity.
worst_energy = worst_mass = worst_velocity = worst_position = 0.0
for wc_ev in (0.0, 0.001, 0.003, 0.012):
    wc = wc_ev * EV
    M = band_mass(wc)
    for k in (0.0, 0.005, -0.01):
        energies, states = eigh(hamiltonian(k, wc))
        for n in range(4):
            formula = (n + 0.5) * omega(wc) + k**2 / (2 * M)
            worst_energy = max(worst_energy, abs(energies[n] - formula) / w0)
            density = states[:, n]**2
            mean_y = density @ y
            mean_v = density @ ((k - m * wc * y) / m)
            center = wc * k / (m * omega(wc)**2)
            worst_position = max(worst_position, abs(mean_y - center))
            worst_velocity = max(worst_velocity, abs(mean_v - k / M))
    dk = 0.005
    curvature = (levels(dk, wc) - 2 * levels(0, wc) + levels(-dk, wc)) / dk**2
    worst_mass = max(worst_mass, np.max(np.abs(curvature[:4] * M - 1)))
assert worst_energy < 1e-7
assert worst_mass < 1e-6
assert worst_velocity < 1e-7
assert worst_position < 1e-3

print("INPUTS")
print(f"effective mass m = {m:.2f} m_e")
print(f"hbar*w0 = {w0_ev:.4f} eV, Fermi energy = {ef_ev:.4f} eV")
print(f"classical edge of wire at EF, |y| = {y_edge * BOHR:.1f} angstrom")
print("GRID DIAGONALIZATION AGAINST FORMULAS")
print(f"largest energy error / (hbar*w0) = {worst_energy:.1e}")
print(f"largest relative error of band curvature = {worst_mass:.1e}")

print("CHANNELS VERSUS FIELD (N per spin, counted from numerical bands)")
print("hbar*wc (eV)  B (T)  hbar*Omega (eV)   M/m    EF/(hbar*Omega)  N")
for wc_ev in (0.0, 0.001, 0.002, 0.003, 0.006, 0.012, 0.030):
    wc = wc_ev * EV
    count = counted_channels(wc)
    assert count == channels(wc)
    print(f"{wc_ev:8.4f}   {m * wc * TESLA:8.3f}  {omega(wc) / EV:10.6f}"
          f"  {band_mass(wc) / m:11.3f}  {EF / omega(wc):10.4f}  {count:8d}")

print("THRESHOLD FIELDS (subband n empties; N counted 2% below and above)")
print(" n  hbar*wc (eV)   B (T)   N below  N above")
for n in reversed(range(channels(0.0))):
    wc = math.sqrt((EF / (n + 0.5))**2 - w0**2)
    before, after = counted_channels(0.98 * wc), counted_channels(1.02 * wc)
    assert before == n + 1 and after == n
    print(f"{n:2d}  {wc / EV:10.6f}  {m * wc * TESLA:8.3f}"
          f"  {before:6d}  {after:6d}")

# One field in detail, with the current from velocity expectation values.
wc_ev = 0.003
wc = wc_ev * EV
M = band_mass(wc)
bias = 1e-4 * EV
nodes, weights = np.polynomial.legendre.leggauss(3)


def crossing(n, energy):
    return brentq(lambda k: levels(k, wc)[n] - energy, 0.0,
                  1.1 * k_bound(wc), xtol=1e-14)


print(f"DETAIL AT hbar*wc = {wc_ev:.4f} eV")
print(f"hbar*Omega = {omega(wc) / EV:.6f} eV, M = {M:.4f} m_e")
print(f"oscillator length = {BOHR / math.sqrt(m * omega(wc)):.2f} angstrom")
print(" n  bottom (eV)  k_n (1/angstrom)  displacement at k_n (angstrom)")
current = 0.0
for n in range(channels(wc)):
    bottom = (n + 0.5) * omega(wc)
    k_fermi = math.sqrt(2 * M * (EF - bottom))
    assert abs(crossing(n, EF) / k_fermi - 1) < 1e-7
    center = wc * k_fermi / (m * omega(wc)**2)
    print(f"{n:2d}  {bottom / EV:10.6f}  {k_fermi / BOHR:12.6f}"
          f"  {center * BOHR:16.2f}")
    k_low, k_high = crossing(n, EF - bias / 2), crossing(n, EF + bias / 2)
    half = (k_high - k_low) / 2
    for node, weight in zip(nodes, weights):
        k = (k_low + k_high) / 2 + half * node
        state = eigh(hamiltonian(k, wc))[1][:, n]
        velocity = state**2 @ ((k - m * wc * y) / m)
        current += 2 * half * weight * velocity / (2 * math.pi)
next_bottom = (channels(wc) + 0.5) * omega(wc)
assert next_bottom > EF + bias / 2
print(f"bottom of first empty subband = {next_bottom / EV:.6f} eV")
conductance = (current / bias) / (2 / (2 * math.pi))
assert abs(conductance - channels(wc)) < 1e-5
print(f"bias window = {bias / EV:.4f} eV")
print(f"conductance from velocities = {conductance:.6f} in units of 2e^2/h")

print("ALL CHECKS PASSED")
```

Output:

```
INPUTS
effective mass m = 0.07 m_e
hbar*w0 = 0.0020 eV, Fermi energy = 0.0120 eV
classical edge of wire at EF, |y| = 808.2 angstrom
GRID DIAGONALIZATION AGAINST FORMULAS
largest energy error / (hbar*w0) = 1.4e-13
largest relative error of band curvature = 2.8e-11
CHANNELS VERSUS FIELD (N per spin, counted from numerical bands)
hbar*wc (eV)  B (T)  hbar*Omega (eV)   M/m    EF/(hbar*Omega)  N
  0.0000      0.000    0.002000        1.000      6.0000         6
  0.0010      0.605    0.002236        1.250      5.3666         5
  0.0020      1.209    0.002828        2.000      4.2426         4
  0.0030      1.814    0.003606        3.250      3.3282         3
  0.0060      3.628    0.006325       10.000      1.8974         2
  0.0120      7.256    0.012166       37.000      0.9864         1
  0.0300     18.140    0.030067      226.000      0.3991         0
THRESHOLD FIELDS (subband n empties; N counted 2% below and above)
 n  hbar*wc (eV)   B (T)   N below  N above
 5    0.000872     0.527       6       5
 4    0.001764     1.067       5       4
 3    0.002785     1.684       4       3
 2    0.004363     2.638       3       2
 1    0.007746     4.684       2       1
 0    0.023917    14.461       1       0
DETAIL AT hbar*wc = 0.0030 eV
hbar*Omega = 0.003606 eV, M = 0.2275 m_e
oscillator length = 173.76 angstrom
 n  bottom (eV)  k_n (1/angstrom)  displacement at k_n (angstrom)
 0    0.001803      0.024676            619.87
 1    0.005408      0.019839            498.38
 2    0.009014      0.013353            335.44
bottom of first empty subband = 0.012619 eV
bias window = 0.0001 eV
conductance from velocities = 3.000000 in units of 2e^2/h
ALL CHECKS PASSED
```
